\section*{Ward identity and the width of a charged resonance that radiates, part 2}

A resonance $R$ (mass $M$, width $\Gamma$, charge $Q$ in units of $e$) radiates in $1+2\to R\to3+4+\gamma$. Which treatments of its width satisfy the Ward identity $k_\mu A^\mu=0$? Units: $\hbar=c=1$, GeV; metric $(+,-,-,-)$; $\eta=\Gamma/M$, $p=p_1+p_2$, $q=p-k=p_3+p_4$, $k^2=0$, $k\cdot p=k\cdot q=\tfrac12(p^2-q^2)$.

Polarisations $e_1,e_2$ are orthogonal to $k$ and a timelike $n$. The rate $\sum_i|e_i\cdot A|^2$ is $-A\cdot A^*$ if $k\cdot A=0$; otherwise it depends on $n$ without bound.

For scalars with charges $Q_i$, the kinetic term gives $-eQ(p+q)^\mu$, hence the vertex $-ieQ(p+q)^\mu$. With $D^{-1}(s)=s-M^2+\Pi(s)$, omitting common factors,
\begin{align}
A^\mu={}&\sum_{i=1,2}Q_i\frac{(2p_i-k)^\mu}{-2p_i\cdot k}\,D(q^2)+\sum_{j=3,4}Q_j\frac{(2p_j+k)^\mu}{2p_j\cdot k}\,D(p^2)+A_R^\mu,\nonumber\\
A_R^\mu={}&Q\,D(p^2)\,V^\mu\,D(q^2).
\label{amp}
\end{align}
With the tree vertex $V=p+q$,
\begin{equation}
k\cdot A=-Q\,D(p^2)D(q^2)\left[\Pi(p^2)-\Pi(q^2)\right],\qquad
\frac{k\cdot A}{k\cdot A_R}=-\frac{\Pi(p^2)-\Pi(q^2)}{p^2-q^2}.
\label{viol}
\end{equation}
The constant mass $\mu^2=M^2-iM\Gamma$ gives zero; the linear width $\Pi=is\eta$ gives $k\cdot A=-i\eta\,k\cdot A_R$, with
\begin{equation}
s-M^2+is\eta=(1+i\eta)(s-\bar\mu^2),\qquad\bar\mu^2=\frac{M^2}{1+i\eta}=\frac{M^2(1-i\eta)}{1+\eta^2}.
\label{fact}
\end{equation}
Taking $V=(1+i\eta)(p+q)$ repairs it: legs carry $1/(1+i\eta)$, $A_R$ carries $(1+i\eta)/(1+i\eta)^2$, giving the constant-$\bar\mu^2$ amplitude divided by $1+i\eta$. Here $\bar\mu^2=\bar M^2-i\bar M\bar\Gamma$.

The loop has $Q_3=Q$, $Q_4=0$, $m_c=m_3$, $m_d=m_4$, $R\to3+4$ coupling $g$, $C=g^2/16\pi^2$, $\Delta(z;s)=z\,m_d^2+(1-z)m_c^2-z(1-z)s-i0$ with roots $z_\pm=[s+m_c^2-m_d^2\pm\sqrt{\lambda(s)}]/2s$, and $\lambda(s)=[s-(m_c+m_d)^2][s-(m_c-m_d)^2]$:
\begin{equation}
\Pi(s)=-C\int_0^1\!dz\,\ln\Delta(z;s)+\mathrm{const}.
\label{bubble}
\end{equation}
Above threshold, with $\mathrm{Re}\,\Pi(M^2)=0$,
\begin{align}
\mathrm{Re}\,\Pi&=-C\Big\{\ln s+\sum_{r=z_\pm}\left[(1-r)\ln(1-r)+r\ln r-1\right]\Big\}+\mathrm{const},\nonumber\\
\mathrm{Im}\,\Pi&=\pi C(z_+-z_-)=\frac{g^2\sqrt{\lambda(s)}}{16\pi s}.
\label{closed}
\end{align}
The full vertex $V=p+q+\Lambda$ has
\begin{equation}
\Lambda^\mu=a\,p^\mu+b\,q^\mu=C\!\int_0^1\!\!dz\!\int_0^1\!\!dt\,(1-z)\frac{(1-2x)p^\mu+(1-2y)q^\mu}{\Delta(z;s_t)},
\label{tri}
\end{equation}
where $x=(1-z)t$, $y=(1-z)(1-t)$, $s_t=tp^2+(1-t)q^2$. It satisfies $k\cdot\Lambda=\Pi(p^2)-\Pi(q^2)$, restoring the identity.

\section{Spin one, and the meaning of everywhere}

A vector resonance has the mass in two places. Take a complex field $W_\alpha$ of charge $Q$ in unitary gauge, with $\mathcal D_\mu=\partial_\mu+ieQ\mathcal A_\mu$ and field strength $F$,
\begin{equation}
\mathcal L=-(\mathcal D_\alpha W_\beta)^\dagger\mathcal D^\alpha W^\beta+(\mathcal D_\alpha W_\beta)^\dagger\mathcal D^\beta W^\alpha+M^2W^\dagger\!\cdot W-ieQ\kappa F^{\alpha\beta}W^\dagger_\beta W_\alpha .
\end{equation}
The last term is gauge invariant alone, with a free real constant $\kappa$. The quadratic part defines the kernel, and the propagator is $i$ times its inverse. For a mass parameter $\mu^2$,
\begin{equation}
K_\mu^{\alpha\beta}(p)=-(p^2-\mu^2)g^{\alpha\beta}+p^\alpha p^\beta,\qquad D_{\alpha\beta}(p)=\frac{-g_{\alpha\beta}+p_\alpha p_\beta/\mu^2}{p^2-\mu^2}.
\end{equation}
The kernel obeys $K_\mu^{\alpha\beta}p_\beta=\mu^2p^\alpha$, so $K_\mu^{\alpha\beta}(-g_{\beta\gamma}+p_\beta p_\gamma/\mu^2)=(p^2-\mu^2)\delta^\alpha_\gamma-p^\alpha p_\gamma+p^\alpha p_\gamma$, which shows $K_\mu D=1$.

Let $\alpha$ belong to the incoming $W$ (momentum $p$) and $\beta$ to the outgoing one (momentum $q$), and write the vertex as $-ieQV^{\mu\alpha\beta}$. The first term of $\mathcal L$ is the scalar case times $-g^{\alpha\beta}$. The second gives $ieQ\mathcal A^\beta(iq^\alpha)-ieQ\mathcal A^\alpha(-ip^\beta)=-eQ(q^\alpha\mathcal A^\beta+p^\beta\mathcal A^\alpha)$. In the last, an outgoing photon has $F^{\alpha\beta}=i(k^\alpha\varepsilon^{*\beta}-k^\beta\varepsilon^{*\alpha})$, giving $eQ\kappa(k^\alpha\varepsilon^{*\beta}-k^\beta\varepsilon^{*\alpha})$. Dividing each by $-eQ$,
\begin{equation}
V^{\mu\alpha\beta}=-(p+q)^\mu g^{\alpha\beta}+g^{\mu\alpha}p^\beta+g^{\mu\beta}q^\alpha+\kappa\,(g^{\mu\alpha}k^\beta-g^{\mu\beta}k^\alpha).
\end{equation}
At $\kappa=1$ this is $-[g^{\alpha\beta}(p+q)^\mu+g^{\beta\mu}(k-q)^\alpha+g^{\mu\alpha}(-k-p)^\beta]$, the cyclic Yang--Mills form. On contraction with $k_\mu$ the $\kappa$ term cancels, and $k^\alpha p^\beta+q^\alpha k^\beta=(p-q)^\alpha p^\beta+q^\alpha(p-q)^\beta=p^\alpha p^\beta-q^\alpha q^\beta$. Hence
\begin{equation}
k_\mu V^{\mu\alpha\beta}=K_\mu^{\alpha\beta}(p)-K_\mu^{\alpha\beta}(q)
\label{vecWI}
\end{equation}
for any value of the mass parameter, which cancels in the difference.

Let the external particles be $f_1\bar f_2\to W\to f_3\bar f_4$, with field charges $Q_i$, $Q=Q_1-Q_2=Q_3-Q_4$, and currents $J^\alpha=\bar v_2\gamma^\alpha P_Lu_1$ and $J'^\beta=\bar u_3\gamma^\beta P_Lv_4$, where $P_{L,R}=(1\mp\gamma_5)/2$. The photon vertex is $-ieQ_i\gamma^\mu$ and the fermion propagator $iS(r)$ with $S(r)=(\not\! r-m)^{-1}$, so the phases are again common to all diagrams, as is the fermion sign. For any $W$ propagator $\tilde D$,
\begin{align}
A^\mu={}&\bar v_2\left[Q_1\gamma^\alpha P_LS(p_1-k)\gamma^\mu+Q_2\gamma^\mu S(k-p_2)\gamma^\alpha P_L\right]u_1\,\tilde D_{\alpha\beta}(q)J'^\beta\nonumber\\
&+J^\alpha\tilde D_{\alpha\beta}(p)\,\bar u_3\left[Q_3\gamma^\mu S(p_3+k)\gamma^\beta P_L+Q_4\gamma^\beta P_LS(-p_4-k)\gamma^\mu\right]v_4\nonumber\\
&+Q\,J\tilde D(p)V^\mu\tilde D(q)J',
\label{vamp}
\end{align}
with matrix notation in the last line, which is $A_R^\mu$. In each leg write $\not\! k$ as a difference of two inverse propagators, one of which annihilates the spinor by $(\not\! p-m)u=0$ or $(\not\! p+m)v=0$:
\begin{align}
\not\! k&=(\not\! p_1-m_1)-S^{-1}(p_1-k)&&\Rightarrow\ S\not\! k\,u_1=-u_1,\nonumber\\
\not\! k&=S^{-1}(k-p_2)+(\not\! p_2+m_2)&&\Rightarrow\ \bar v_2\not\! kS=\bar v_2,\nonumber\\
\not\! k&=S^{-1}(p_3+k)-(\not\! p_3-m_3)&&\Rightarrow\ \bar u_3\not\! kS=\bar u_3,\nonumber\\
\not\! k&=-(\not\! p_4+m_4)-S^{-1}(-p_4-k)&&\Rightarrow\ S\not\! k\,v_4=-v_4.
\end{align}
The charges combine to $-Q_1+Q_2=-Q$ and $Q_3-Q_4=Q$, and with (\ref{vecWI})
\begin{equation}
k\cdot A=Q\,J\left\{\tilde D(p)-\tilde D(q)+\tilde D(p)[K(p)-K(q)]\tilde D(q)\right\}J'.
\label{vmaster}
\end{equation}
If $\tilde D^{-1}=K_M+\Pi$, then $\tilde D(p)-\tilde D(q)=\tilde D(p)[\tilde D^{-1}(q)-\tilde D^{-1}(p)]\tilde D(q)$ and
\begin{equation}
k\cdot A=-Q\,J\tilde D(p)\left[\Pi(p)-\Pi(q)\right]\tilde D(q)J'.
\end{equation}
The constant complex mass is $K_\mu=K_M-iM\Gamma g$, that is $\Pi^{\alpha\beta}=-iM\Gamma g^{\alpha\beta}$, and $k\cdot A=0$ for all $\kappa$ and all fermion masses.

The linear running width is the transverse self-energy $\Pi^{\alpha\beta}=i\eta(-p^2g^{\alpha\beta}+p^\alpha p^\beta)$. Then $K_M+\Pi=(1+i\eta)(-p^2g+pp)+M^2g=(1+i\eta)K_{\bar\mu}$, and the propagator is $(-g+pp/\bar\mu^2)/(p^2-M^2+ip^2\eta)$. Since $\Pi(p)-\Pi(q)=i\eta[K(p)-K(q)]$, one finds $k\cdot A=-i\eta\,k\cdot A_R$ again, whatever the fermion masses. The divergences of the currents follow from $\not\! pP_L=P_R\not\! p$ and the Dirac equation,
\begin{equation}
p\cdot J=\bar v_2(m_1P_R-m_2P_L)u_1,\qquad q\cdot J'=\bar u_3(m_3P_L-m_4P_R)v_4,
\end{equation}
and vanish for massless fermions. In that case $J\tilde D(p)=-J/d(p^2)$ and $\tilde D(q)J'=-J'/d(q^2)$ with $d(s)=s-M^2+is\eta$, the terms $pp$ and $qq$ in $\Pi$ drop, and $k\cdot A=i\eta Q(p^2-q^2)J\cdot J'/d(p^2)d(q^2)$. The violation does not disappear with the fermion masses. Multiplying $V$ by $1+i\eta$ restores the identity and reproduces the constant-$\bar\mu^2$ amplitude divided by $1+i\eta$, by the same counting as after (\ref{fact}). For spin one, however, the identity fixes only $k\cdot V$; transverse pieces such as the $\kappa$ term can receive their own corrections, which only a calculation of the loop determines.

Now keep $\mu^2$ in the denominator but the real $M^2$ in the numerator. With $P=p^2-\mu^2$, $P'=q^2-\mu^2$ and $\delta=1/M^2-1/\mu^2$, this propagator is $\tilde D(p)=D(p)+\delta\,pp/P$ and $\tilde D(q)=D(q)+\delta\,qq/P'$. Expand the braces of (\ref{vmaster}) in $\delta$, taking $K=K_\mu$. The zeroth order is $D(p)-D(q)+D(q)-D(p)=0$. The second order contains $p[K(p)-K(q)]q=\mu^2p\cdot q-\mu^2p\cdot q=0$. In the first order use $pK(p)=\mu^2p$, $K(q)q=\mu^2q$ and $KD=DK=1$:
\begin{align}
&\frac{pp}{P}-\frac{qq}{P'}+\frac{p\,[\mu^2pD(q)-p]}{P}+\frac{[q-\mu^2D(p)q]\,q}{P'}\nonumber\\
&\qquad=\mu^2\left\{\frac{p\,[pD(q)]}{P}-\frac{[D(p)q]\,q}{P'}\right\}.
\end{align}
Between the currents, with $\sigma=p\cdot J$ and $\sigma'=q\cdot J'$, one has $pD(q)J'=(-p\cdot J'+p\cdot q\,\sigma'/\mu^2)/P'$ and $JD(p)q=(-q\cdot J+p\cdot q\,\sigma/\mu^2)/P$. The terms in $\sigma\sigma'p\cdot q$ cancel, leaving $\mu^2(-\sigma\,p\cdot J'+\sigma'q\cdot J)/PP'$. Substituting $p\cdot J'=\sigma'+k\cdot J'$ and $q\cdot J=\sigma-k\cdot J$ cancels $\sigma\sigma'$ once more. With $\delta\mu^2=\mu^2/M^2-1=-i\eta$,
\begin{equation}
k\cdot A=i\eta\,Q\,\frac{(p\cdot J)(k\cdot J')+(q\cdot J')(k\cdot J)}{(p^2-\mu^2)(q^2-\mu^2)}.
\label{mixed}
\end{equation}
This vanishes when both currents are conserved. If only one is, one term survives, since $k\cdot J$ and $k\cdot J'$ are nonzero in general. The complex mass must stand in the numerator as well as in the denominator.

\section{Numbers}

Take round model values $M=100$ GeV, $\Gamma=4$ GeV, so $\eta=0.04$, $\mu^2=(10000-400i)$ GeV$^2$ and the lifetime $\hbar/\Gamma$ is $1.65\times10^{-25}$ s. The masses $m_1,\dots,m_4$ are $10,5,30,20$ GeV, with $\sqrt{p^2}=104$ GeV and $\sqrt{q^2}=98$ GeV on opposite sides of the resonance. Then $p^2-q^2=10816-9604=1212$ GeV$^2$, $k\cdot p=606$ GeV$^2$, and the photon energy in the collision frame is $606/104=5.827$ GeV. The photon makes an angle with $\cos\theta=0.5$, $\varphi=0$ to the beam axis $z$; particle 3 has $\cos\theta=0.2$, $\varphi=1$ rad in the rest frame of $q$, reached by a pure boost. In GeV, as $(E,x,y,z)$,
\begin{align}
p_1&=(52.361,\,0,\,0,\,51.397), & p_2&=(51.639,\,0,\,0,\,-51.397),\nonumber\\
p_3&=(50.250,\,19.575,\,34.564,\,6.873), & k&=(5.827,\,5.046,\,0,\,2.913),\nonumber
\end{align}
and $p_4=p-k-p_3$, with $k\cdot p_1=155.36$ and $k\cdot p_3=174.00$ GeV$^2$.

In the scalar model let the charges be $1,0,1,0$. With the constant mass, $D(p^2)=1/(816+400i)=(0.988-0.484i)\times10^{-3}$ and $D(q^2)=1/(-396+400i)=(-1.250-1.263i)\times10^{-3}$ GeV$^{-2}$. The legs contribute $D(p^2)-D(q^2)=(2.238+0.778i)\times10^{-3}$, the resonance diagram $1212\,D(p^2)D(q^2)=(-2.238-0.778i)\times10^{-3}$ GeV$^{-2}$, and the sum is zero.

With the linear width, $\Pi(p^2)=10816\times0.04\,i=432.64i$ and $\Pi(q^2)=384.16i$ GeV$^2$, so $D(p^2)=(0.9566-0.5072i)\times10^{-3}$ and $D(q^2)=(-1.3009-1.2620i)\times10^{-3}$ GeV$^{-2}$. Then $k\cdot A_R=(-2.2841-0.6635i)\times10^{-3}$, and multiplication by $-0.04i$ gives $k\cdot A=(-2.65+9.14i)\times10^{-5}$ GeV$^{-2}$. The polarisation sums follow by evaluating (\ref{amp}) with these momenta and constructing $e_1,e_2$ orthogonal to $k$ and $n$; the last column is $-A\cdot A^*$. The spin-one rows use (\ref{vamp}) with field charges $\frac23,-\frac13,0,-1$, $\kappa=1$, explicit Dirac spinors normalised to $\bar uu=2m$, and a sum over the 16 spin states.
\begin{center}
\begin{tabular}{lcccc}
 & $n=p$ & $n=p_1$ & $n=p_3$ & $-g$\\
spin 0 ($10^{-7}$ GeV$^{-6}$) & & & &\\
\quad constant $\mu^2$ & 2.996 & 2.996 & 2.996 & 2.996\\
\quad linear width & 3.089 & 2.954 & 3.160 & 3.078\\
spin 1 (GeV$^{-2}$) & & & &\\
\quad constant $\mu^2$ & 12.068 & 12.068 & 12.068 & 12.068\\
\quad linear width & 12.482 & 11.616 & 12.221 & 12.021\\
\quad real $M^2$ numerator & 12.074 & 12.060 & 12.083 & 12.074\\
\quad linear, $(1+i\eta)V$ & 12.433 & 12.433 & 12.433 & 12.433
\end{tabular}
\end{center}
For the linear width the largest minus the smallest entry, relative to the $n=p$ entry, is $(3.15970-2.95435)/3.08859=6.6\%$ for spin 0, and $(12.482-11.616)/12.482=6.9\%$ for spin 1; for the real numerator it is $0.19\%$. These figures describe the four choices shown and are not limits, since other choices of $n$ give arbitrarily large values.

For spin one define $|k\cdot A|$ as the root of the spin sum of squared moduli, a pure number. The linear width gives $1.1334$ against $|k\cdot A_R|=28.334$, the ratio $\eta=0.04$, as derived for arbitrary masses. The real numerator gives $0.1566$ against $28.21$, a ratio $5.6\times10^{-3}$, and zero for massless fermions by (\ref{mixed}).

The two conserved spin-one rows, $12.068$ and $12.433$, differ by $3\%$ of the first. Both are unambiguous, but they describe resonances with different poles: the second equals the first with $\mu^2$ replaced by $\bar\mu^2=(9984.0-399.4i)$ GeV$^2$, divided by $|1+i\eta|^2=1+\eta^2$. The same symbols $M$ and $\Gamma$ correspond there to $\bar M=99.920$ GeV and $\bar\Gamma=3.9968$ GeV.

For the scalar loop, the coupling is fixed by $\mathrm{Im}\,\Pi(M^2)=M\Gamma$, that is $g^2=16\pi\times400\times10^4/\sqrt{7500\times9900}$ GeV$^2$, or $g=152.75$ GeV. Equation (\ref{closed}) gives $\Pi(p^2)=-15.816+405.153i$ and $\Pi(q^2)=8.239+397.159i$ GeV$^2$, with difference $-24.055+7.994i$. With the tree vertex, (\ref{viol}) gives $|k\cdot A/k\cdot A_R|=7.994/1212=6.6\times10^{-3}$ when only the width runs and $|-24.055+7.994i|/1212=2.1\times10^{-2}$ for the full $\Pi$. Between these two invariant masses the real part of the self-energy changes about three times as much as the imaginary part. The Ward identity is sensitive to both alike.

The coefficients in (\ref{tri}) are evaluated here by numerical integration. Since $1/\Delta$ has poles at $z_\pm$ next to the real axis, the $z$ contour is deformed to $w=z-i\rho$ with $\rho=z(1-z)\Delta'(z)/s_t$. As $\Delta$ is quadratic, $\Delta(w)=\Delta-i\rho\Delta'-\rho^2s_t$, whose imaginary part $-z(1-z)\Delta'^2/s_t$ has the sign demanded by $-i0$ and vanishes only at the endpoints and at $\Delta'=0$, where $\rho=0$ and $\Delta\neq0$ above threshold; the same holds for any fraction of $\rho$, so no pole is crossed. Gauss--Legendre quadrature with 300 nodes in $z$ and 60 in $t$ gives $a=-0.0198465+0.0074217i$ and $b=-0.0198489+0.0057693i$. Then $k\cdot\Lambda=606\,(a+b)=-24.055+7.994i$ GeV$^2$, the difference of self-energies found above.

\section{What the constant mass gives up}

The loop has no imaginary part below threshold. For $(m_c-m_d)^2<s<(m_c+m_d)^2$ one has $\lambda<0$, so $\Delta$ has no real root and is positive like $\Delta(0)=m_c^2$; for smaller $s$ the term $-z(1-z)s$ only makes $\Delta$ larger. The logarithm in (\ref{bubble}) is then real. At $\sqrt s=40$ GeV in the example, particles 1 and 2 can collide while $3+4$ cannot be produced, yet the constant recipe keeps $\mathrm{Im}\,D^{-1}=400$ GeV$^2$. The forward amplitude $12\to R\to12$ then has an absorptive part with no open $3+4$ channel behind it, against the optical theorem.

The defect is of higher order in the coupling. The recipe drops $\Pi(s)-iM\Gamma$ from $D^{-1}$. Away from the resonance this is of order $g^2$ while $s-M^2$ is of order $g^0$. Near a resonance well above threshold, $\Pi(s)-iM\Gamma\approx\Pi'(M^2)(s-M^2)$, and since $|s-M^2|\le|s-\mu^2|$ its size relative to $D^{-1}$ is at most about $|\Pi'(M^2)|$, again of order $g^2$. The estimate fails close to the threshold $s_0=(m_c+m_d)^2$. Just above it, when both decay products are massive, $\mathrm{Im}\,\Pi\propto\sqrt{s-s_0}$ by (\ref{closed}), so $\mathrm{Im}\,\Pi'(M^2)\approx M\Gamma/[2(M^2-s_0)]$, which is of order one, however small $g$ is, once $M^2-s_0$ is of order $M\Gamma$, that is once $M$ lies within about a width of $m_c+m_d$. There the running of $\Pi$ is a leading effect, and it has to be kept together with the vertex $\Lambda$ that belongs to it.
